**Pulay forces in methane: formula against finite differences**

For a self-consistent closed-shell energy E in a basis that moves with the atoms, dE/dX = (∂E/∂X)_P − Tr(W ∂S/∂X), where X is a nuclear coordinate, P the density matrix, W the energy-weighted density matrix and S the overlap matrix. For CH4 with one stretched bond (RHF/6-31G), the program asserts that moving only a nuclear charge gives the Hellmann-Feynman force and that moving only the basis functions gives the Pulay force, for both carbon and the stretched hydrogen. It also asserts W = ½PFP, with F the Fock matrix, and the identity Tr(F dP/dX) = −Tr(W dS/dX), using differences of converged density matrices. Further assertions cover a random displacement of all atoms, the vanishing sum of the total forces, and the work done along a bond stretch. The output gives an axial force of −0.0667 hartree/bohr on the stretched hydrogen, of which −0.0623 is Pulay force. When the derivatives of the hydrogen s functions are added to the basis, the program asserts that the s contribution to the Pulay force vanishes within tolerance; the output shows −0.0023 hartree/bohr remaining from the new p functions. An LDA calculation compares the Kohn-Sham force with an energy difference, within a tolerance of 3×10⁻⁴ hartree/bohr that allows for the moving integration grid.

## Verification by program

```python
"""
Result under test: for a self-consistent closed-shell energy in a basis that
moves with the atoms,
    dE/dX = (partial E / partial X at fixed P) - Tr(W dS/dX),
and the force is the Hellmann-Feynman force plus the Pulay force
    -2 sum_{mu on A, nu} [P <d phi_mu|F|phi_nu> - W <d phi_mu|phi_nu>].
P: density matrix; W: energy-weighted density matrix; S: overlap matrix;
F: Fock or Kohn-Sham operator; X: nuclear coordinate; d: derivative with
respect to the centre of a basis function. Atomic units are used.
The example is CH4 with one stretched bond along z.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft

CHARGES = np.array([6.0, 1.0, 1.0, 1.0, 1.0])
N_OCC = 5
CARBON, HYDROGEN, Z = 0, 1, 2
HYDROGEN_BASIS = gto.basis.load("6-31g", "H")


def geometry(stretched, other=2.05):
    side = np.sqrt(8.0) / 3.0
    positions = [[0.0, 0.0, 0.0], [0.0, 0.0, stretched]]
    for angle in (0.0, 2 * np.pi / 3, 4 * np.pi / 3):
        positions.append([other * side * np.cos(angle),
                          other * side * np.sin(angle), -other / 3.0])
    return np.array(positions)


def molecule(centres, special_basis=None):
    labels = ["C", "H1", "H", "H", "H"]
    basis = {"C": "6-31g", "H": "6-31g",
             "H1": special_basis or HYDROGEN_BASIS}
    atoms = [(s, tuple(r)) for s, r in zip(labels, centres)]
    return gto.M(atom=atoms, unit="Bohr", basis=basis, verbose=0)


def nuclear_energy(nuclei):
    return sum(CHARGES[a] * CHARGES[b] / np.linalg.norm(nuclei[a] - nuclei[b])
               for a in range(5) for b in range(a))


def weighted_density(mf):
    occupied = mf.mo_coeff[:, :N_OCC]
    return 2 * (occupied * mf.mo_energy[:N_OCC]) @ occupied.T


def solve(centres, nuclei=None, guess=None, special_basis=None):
    """Hartree-Fock with independently placed basis centres and charges."""
    nuclei = centres if nuclei is None else nuclei
    mol = molecule(centres, special_basis)
    hcore = mol.intor("int1e_kin")
    for charge, position in zip(CHARGES, nuclei):
        with mol.with_rinv_origin(position):
            hcore = hcore - charge * mol.intor("int1e_rinv")
    mf = scf.RHF(mol)
    mf.get_hcore = lambda *args: hcore
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 100
    mf.kernel(dm0=guess)
    assert mf.converged
    density = np.array(mf.make_rdm1())
    two_electron = np.array(mf.get_veff(mol, density))
    energy = (np.sum(density * hcore) + 0.5 * np.sum(density * two_electron)
              + nuclear_energy(nuclei))
    return {"mol": mol, "E": energy, "P": density, "W": weighted_density(mf),
            "F": hcore + two_electron, "eps": mf.mo_energy[:N_OCC]}


def bra_fock(mol, density, exchange=1.0):
    """<d phi_mu|F|phi_nu>, without any density-functional potential."""
    repulsion = mol.intor("int2e_ip1")
    result = mol.intor("int1e_ipkin") + mol.intor("int1e_ipnuc")
    result = result + np.einsum("xijkl,kl->xij", repulsion, density)
    if exchange:
        result -= 0.5 * exchange * np.einsum("xiklj,kl->xij",
                                             repulsion, density)
    return -result


def force_terms(mol, density, weighted, derivative_fock, atom):
    start, stop = mol.aoslice_by_atom()[atom, 2:]
    bra_overlap = -mol.intor("int1e_ipovlp")
    positions = mol.atom_coords()
    with mol.with_rinv_origin(positions[atom]):
        field = mol.intor("int1e_iprinv")
    attraction = 2 * CHARGES[atom] * np.einsum("xij,ij->x", field, density)
    repulsion = np.zeros(3)
    for other in range(5):
        if other != atom:
            gap = positions[atom] - positions[other]
            repulsion += (CHARGES[atom] * CHARGES[other] * gap
                          / np.linalg.norm(gap) ** 3)
    fock_part = -2 * np.einsum("xij,ij->x", derivative_fock[:, start:stop],
                               density[start:stop])
    overlap_part = 2 * np.einsum("xij,ij->x", bra_overlap[:, start:stop],
                                 weighted[start:stop])
    return {"attraction": attraction, "repulsion": repulsion,
            "HF": attraction + repulsion, "fock": fock_part,
            "overlap": overlap_part, "Pulay": fock_part + overlap_part,
            "total": attraction + repulsion + fock_part + overlap_part}


def all_forces(state):
    derivative_fock = bra_fock(state["mol"], state["P"])
    return [force_terms(state["mol"], state["P"], state["W"],
                        derivative_fock, atom) for atom in range(5)]


def slope(function, step=0.002):
    return (8 * (function(step) - function(-step))
            - function(2 * step) + function(-2 * step)) / (12 * step)


def moved(positions, atom, distance):
    result = positions.copy()
    result[atom, Z] += distance
    return result


# Reference state and its analytic forces
reference = geometry(2.30)
state = solve(reference)
forces = all_forces(state)
guess = state["P"]
print("CH4, RHF/6-31G; stretched C-H = %.2f bohr" % reference[HYDROGEN, Z])
print("other C-H = %.2f bohr" % np.linalg.norm(reference[2]))
print("number of basis functions = %d" % len(guess))
print("total energy = %.8f hartree" % state["E"])
print("occupied orbital energies (hartree):",
      " ".join("%.5f" % value for value in state["eps"]))
w_error = np.max(np.abs(state["W"] - 0.5 * guess @ state["F"] @ guess))
assert w_error < 1e-6
print("largest |W - PFP/2| = %.1e hartree" % w_error)

# Charges and basis functions are displaced separately
for atom, name in ((HYDROGEN, "H"), (CARBON, "C")):
    term = forces[atom]
    charge_force = -slope(lambda t: solve(
        reference, moved(reference, atom, t), guess)["E"])
    basis_force = -slope(lambda t: solve(
        moved(reference, atom, t), reference, guess)["E"])
    assert abs(charge_force - term["HF"][Z]) < 2e-6
    assert abs(basis_force - term["Pulay"][Z]) < 2e-6
    print("Axial force on %s, all in hartree/bohr:" % name)
    for key, label in (("attraction", "electron-nucleus attraction"),
                       ("repulsion", "nuclear repulsion"),
                       ("HF", "Hellmann-Feynman sum"),
                       ("fock", "Pulay, Fock part"),
                       ("overlap", "Pulay, overlap part +Tr(W dS/dX)"),
                       ("Pulay", "Pulay sum"), ("total", "total force")):
        print("  %s = %.7f" % (label, term[key][Z]))
    print("  finite difference, charge only = %.7f" % charge_force)
    print("  finite difference, basis only = %.7f" % basis_force)

# Density response and the complete energy derivative
samples = {}


def displaced_state(distance):
    if distance not in samples:
        samples[distance] = solve(moved(reference, HYDROGEN, distance),
                                  guess=guess)
    return samples[distance]


density_slope = slope(lambda t: displaced_state(t)["P"])
response = np.sum(state["F"] * density_slope)
energy_force = -slope(lambda t: displaced_state(t)["E"])
assert abs(response + forces[HYDROGEN]["overlap"][Z]) < 2e-6
assert abs(energy_force - forces[HYDROGEN]["total"][Z]) < 2e-6
print("Tr(F dP/dX) for H, by differences = %.7f hartree/bohr" % response)
print("total H force, by differences = %.7f hartree/bohr" % energy_force)
conversion = (constants.value("Hartree energy in eV")
              / (constants.value("Bohr radius") * 1e10))
print("total H force = %.4f eV/angstrom"
      % (forces[HYDROGEN]["total"][Z] * conversion))

direction = np.random.default_rng(7).normal(size=(5, 3))
direction /= np.linalg.norm(direction)
numeric = -slope(lambda t: solve(reference + t * direction, guess=guess)["E"])
analytic = np.sum(direction * np.array([f["total"] for f in forces]))
assert abs(numeric - analytic) < 2e-6
print("random all-atom direction: formula, difference = %.7f, %.7f "
      "hartree/bohr" % (analytic, numeric))

# Rigid translation
hf_sum = sum(f["HF"] for f in forces)
total_sum = sum(f["total"] for f in forces)
assert np.max(np.abs(total_sum)) < 1e-6
assert abs(hf_sum[Z]) > 1e-4
print("sum of axial Hellmann-Feynman forces = %.7f hartree/bohr" % hf_sum[Z])
print("largest component of summed total force = %.1e hartree/bohr"
      % np.max(np.abs(total_sum)))

# Work along a bond stretch
first, last = 2.05, 2.55
nodes, weights = np.polynomial.legendre.leggauss(5)
work_total, work_hf = 0.0, 0.0
for node, weight in zip(nodes, weights):
    distance = 0.5 * (first + last) + 0.5 * (last - first) * node
    point = solve(geometry(distance), guess=guess)
    term = force_terms(point["mol"], point["P"], point["W"],
                       bra_fock(point["mol"], point["P"]), HYDROGEN)
    work_total += 0.5 * (last - first) * weight * term["total"][Z]
    work_hf += 0.5 * (last - first) * weight * term["HF"][Z]
energy_drop = (solve(geometry(first), guess=guess)["E"]
               - solve(geometry(last), guess=guess)["E"])
assert abs(work_total - energy_drop) < 1e-6
assert abs(work_hf - energy_drop) > 1e-4
print("H moved from %.2f to %.2f bohr; E(start)-E(end) = %.7f hartree"
      % (first, last, energy_drop))
print("work of total force = %.7f hartree" % work_total)
print("work of Hellmann-Feynman force = %.7f hartree" % work_hf)

# Add p functions equal, up to scale, to derivatives of the contracted s ones
derivative_shells = [[1] + [[p[0], p[1] * np.sqrt(p[0])] for p in shell[1:]]
                     for shell in HYDROGEN_BASIS]
large = solve(reference, special_basis=HYDROGEN_BASIS + derivative_shells)
mol = large["mol"]
residual = -2 * np.sum(
    bra_fock(mol, large["P"])[Z] * large["P"]
    + mol.intor("int1e_ipovlp")[Z] * large["W"], axis=1)
parts = {0: 0.0, 1: 0.0}
locations = mol.ao_loc_nr()
for shell in range(mol.nbas):
    if mol.bas_atom(shell) == HYDROGEN:
        block = slice(locations[shell], locations[shell + 1])
        parts[mol.bas_angular(shell)] += np.sum(residual[block])
assert abs(parts[0]) < 1e-6
print("With s-derivative functions added on the stretched H:")
print("  number of basis functions = %d" % mol.nao)
print("  total energy = %.8f hartree" % large["E"])
print("  Pulay force from s functions = %.1e hartree/bohr" % parts[0])
print("  Pulay force from p functions = %.7f hartree/bohr" % parts[1])
print("  Pulay sum = %.7f hartree/bohr" % sum(parts.values()))


# Kohn-Sham theory: the tolerance allows for the moving integration grid
def solve_lda(positions):
    mf = dft.RKS(molecule(positions))
    mf.xc = "lda,vwn"
    mf.grids.atom_grid = (60, 302)
    mf.grids.prune = None
    mf.conv_tol, mf.conv_tol_grad = 1e-10, 1e-6
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


lda = solve_lda(reference)
density = np.array(lda.make_rdm1())
orbitals = lda._numint.eval_ao(lda.mol, lda.grids.coords, deriv=1)
rho = np.sum((orbitals[0] @ density) * orbitals[0], axis=1)
potential = np.ravel(lda._numint.eval_xc(lda.xc, rho, deriv=1)[1][0])
weighted_orbitals = (lda.grids.weights * potential)[:, None] * orbitals[0]
derivative_fock = bra_fock(lda.mol, density, exchange=0.0)
for axis in range(3):
    derivative_fock[axis] -= orbitals[axis + 1].T @ weighted_orbitals
lda_terms = force_terms(lda.mol, density, weighted_density(lda),
                        derivative_fock, HYDROGEN)
step = 0.01
lda_numeric = -(solve_lda(moved(reference, HYDROGEN, step)).e_tot
                - solve_lda(moved(reference, HYDROGEN, -step)).e_tot) / (2 * step)
assert abs(lda_terms["total"][Z] - lda_numeric) < 3e-4
assert abs(lda_terms["overlap"][Z]) > 1e-2
print("LDA (Slater exchange, VWN correlation), axial force on H:")
print("  overlap part = %.5f hartree/bohr" % lda_terms["overlap"][Z])
print("  total, formula = %.5f hartree/bohr" % lda_terms["total"][Z])
print("  total, finite difference = %.5f hartree/bohr" % lda_numeric)
print("finished without a failed check")
```

Printed output:

```
CH4, RHF/6-31G; stretched C-H = 2.30 bohr
other C-H = 2.05 bohr
number of basis functions = 17
total energy = -40.17089284 hartree
occupied orbital energies (hartree): -11.22083 -0.93750 -0.54731 -0.54731 -0.51418
largest |W - PFP/2| = 2.3e-09 hartree
Axial force on H, all in hartree/bohr:
  electron-nucleus attraction = -1.3378412
  nuclear repulsion = 1.3334742
  Hellmann-Feynman sum = -0.0043670
  Pulay, Fock part = -0.2232264
  Pulay, overlap part +Tr(W dS/dX) = 0.1609141
  Pulay sum = -0.0623122
  total force = -0.0666793
  finite difference, charge only = -0.0043670
  finite difference, basis only = -0.0623122
Axial force on C, all in hartree/bohr:
  electron-nucleus attraction = -0.2470651
  nuclear repulsion = 0.2935061
  Hellmann-Feynman sum = 0.0464410
  Pulay, Fock part = -0.0192700
  Pulay, overlap part +Tr(W dS/dX) = 0.0288073
  Pulay sum = 0.0095373
  total force = 0.0559783
  finite difference, charge only = 0.0464409
  finite difference, basis only = 0.0095374
Tr(F dP/dX) for H, by differences = -0.1609141 hartree/bohr
total H force, by differences = -0.0666793 hartree/bohr
total H force = -3.4288 eV/angstrom
random all-atom direction: formula, difference = 0.0198133, 0.0198133 hartree/bohr
sum of axial Hellmann-Feynman forces = -0.0158840 hartree/bohr
largest component of summed total force = 1.2e-15 hartree/bohr
H moved from 2.05 to 2.55 bohr; E(start)-E(end) = -0.0303153 hartree
work of total force = -0.0303153 hartree
work of Hellmann-Feynman force = 0.0008388 hartree
With s-derivative functions added on the stretched H:
  number of basis functions = 23
  total energy = -40.17274616 hartree
  Pulay force from s functions = -1.8e-10 hartree/bohr
  Pulay force from p functions = -0.0022812 hartree/bohr
  Pulay sum = -0.0022812 hartree/bohr
LDA (Slater exchange, VWN correlation), axial force on H:
  overlap part = 0.11234 hartree/bohr
  total, formula = -0.05373 hartree/bohr
  total, finite difference = -0.05372 hartree/bohr
finished without a failed check
```
